Alias-free Fourier evaluation of the Kerr comb coupling sum

**What goes wrong**

Take a frequency comb of 129 lines in a ring resonator and compute its Kerr term with Fourier transforms of 129 points, one per line. In the example worked below, the outermost line then holds about 5900 photons. With transforms of 258 points, and everything else held fixed, it holds about 990. The short transform also pins the light pulse to the numerical grid, although the ring has no preferred position. Photon number is still balanced, so that check gives no warning.

The cause is aliasing: on too few points, the light generated at one frequency cannot be told from light at another. The cure is to pad the amplitudes with zeros to twice the number of modes.

**The sum to be evaluated**

Let A_μ be the amplitude of mode μ, with |A_μ|² the number of photons in it. Modes μ = −M, …, M are kept, with M ≥ 1, so there are N = 2M + 1. The field at angle φ around the ring is

ψ(φ) = Σ_μ A_μ e^{iμφ}.

The index change follows the local intensity, so the Kerr effect drives the field by |ψ|²ψ. Its component in mode μ is

S_μ = (1/2π) ∫₀^{2π} |ψ|²ψ e^{−iμφ} dφ.

Inserting the series gives the phase factor e^{i(a+b−c−μ)φ}, whose integral vanishes unless the exponent is zero. Therefore

S_μ = Σ A_a A_b A_c*,  a + b − c = μ.

This assumes an instantaneous response and the same coupling for all modes.

**Three modes by hand**

Take M = 1 and A₋₁ = 1, A₀ = 2, A₁ = 3. First collect the products A_a A_b by k = a + b:

C₋₂ = 1·1 = 1
C₋₁ = 2·1·2 = 4
C₀ = 2·2 + 2·1·3 = 10
C₁ = 2·2·3 = 12
C₂ = 3·3 = 9.

Since a + b = k + c, the cubic output is S_k = C_{k−1}A₋₁* + C_k A₀* + C_{k+1}A₁*. With C = 0 outside the list,

S₋₃ = 1·3 = 3
S₋₂ = 1·2 + 4·3 = 14
S₋₁ = 1·1 + 4·2 + 10·3 = 39
S₀ = 4·1 + 10·2 + 12·3 = 60
S₁ = 10·1 + 12·2 + 9·3 = 61
S₂ = 12·1 + 9·2 = 30
S₃ = 9·1 = 9.

Three input modes generate seven output modes. We want the middle three: 39, 60, 61.

Now use four grid points, φ = 0, π/2, π, 3π/2. The field and its cubic term are

ψ = 6, 2+2i, −2, 2−2i
|ψ|²ψ = 216, 16+16i, −8, 16−16i.

Multiplying by e^{−iμφ} and averaging gives

μ = −1: (216 − 16 + 16i + 8 − 16 − 16i)/4 = 48
μ = 0: (216 + 16 + 16i − 8 + 16 − 16i)/4 = 60
μ = 1: (216 + 16 − 16i + 8 + 16 + 16i)/4 = 64.

The centre is right and both edges are wrong. The excess at μ = −1 is 9 = S₃, and at μ = 1 it is 3 = S₋₃. On four points e^{3iφ} and e^{−iφ} take the same values, so the outputs 3 and −1 are added together. With three points the outputs fold in steps of three, giving 39+30 = 69, 60+9+3 = 72 and 61+14 = 75. With five points, a retained mode shifted by five lies beyond ±3, where there is no output, so the result is correct.

**The general rule**

On L points φ_j = 2πj/L, the transform returns

S_μ^(L) = (1/L) Σ_j |ψ_j|²ψ_j e^{−iμφ_j}.

The term in output k carries the average of e^{2πi(k−μ)j/L} over j. If k − μ is a multiple of L, every term is 1 and so is the average. Otherwise the geometric sum has numerator e^{2πi(k−μ)} − 1 = 0. Hence

S_μ^(L) = Σ_p S_{μ+pL},  p = 0, ±1, ±2, …

Here S_k on the right is the unrestricted output, which exists for |k| ≤ 3M. A false term needs |k − μ| = |p|L with p ≠ 0. But |k − μ| ≤ 3M + M = 4M = 2N − 2, so no false term exists if

L ≥ 2N − 1.

The bound is sharp. Let N ≤ L ≤ 2N − 2, the lower limit giving each mode its own slot. The triple a = b = M, c = −M has output 3M and is folded onto μ = 3M − L, which lies between −M and M − 1. If all amplitudes are positive, nothing can cancel it. So L ≥ 2N − 1 is necessary and sufficient for a correct result with every set of amplitudes. The choice L = 2N has one point to spare.

If only the inner modes |μ| ≤ K are needed, the same argument gives L > 3M + K. That is why four points were enough for μ = 0 above.

**The algorithm**

1. Fill an array of L = 2N zeros with A_μ at position μ modulo L.
2. Transform with e^{+iμφ_j}, without a factor 1/L, to get ψ_j.
3. Form |ψ_j|²ψ_j at each point.
4. Transform back with e^{−iμφ_j} and divide by L.
5. Keep the entries for μ = −M, …, M.

The work grows as N log N. For the direct sum, count the solutions of a + b = c + μ. A total s arises from N − |s| pairs, so the number of terms is

Σ_s (N − |s|)² = N² + 2 Σ_{n=1}^{N−1} n² = N² + N(N−1)(2N−1)/3 = N(2N² + 1)/3.

This is 19 for N = 3 and 1,431,169 for N = 129.

The direct sum is best used as a check on a small set of random complex amplitudes, whose edge modes are not small. For N = 13, all lengths from 13 to 29 were tested against it. Agreement to rounding began at L = 25 = 2N − 1 and held from there on.

**Which conservation laws notice aliasing**

With time dependence e^{−iωt} and g the Kerr shift per photon, the Kerr term contributes dA_μ/dt = igS_μ. It therefore changes |A_μ|² at the rate −2g Im(A_μ*S_μ). For any L ≥ N,

Σ_μ A_μ* S_μ^(L) = (1/L) Σ_j ψ_j* |ψ_j|²ψ_j = (1/L) Σ_j |ψ_j|⁴.

This is real, so photon number is conserved with or without aliasing.

Now weight each mode by μ. The field with amplitudes μA_μ is −iψ′, and its conjugate is iψ′*. Since Im(iz) = Re z and Re(ψ′*ψ) = (|ψ|²)′/2,

Σ_μ μ Im(A_μ*S_μ) = (1/2π) ∫ ½(|ψ|²)′|ψ|² dφ = (1/8π) ∫ (|ψ|⁴)′ dφ = 0.

On a grid the integral becomes a mean over points. The function (|ψ|⁴)′ has harmonics up to 4M and no constant part, so its mean is sure to vanish only if L > 4M, the same bound as before. For the 13 random amplitudes the weighted sum was zero to rounding with padding and −225 without it. The unweighted sum was zero to rounding in both cases.

**A driven comb**

The example is a ring with photon energy ω₀ = 0.8 eV (1550 nm), mode spacing D₁ = 8×10⁻⁴ eV (193 GHz), group index n_g = 2.1, mode area 10⁶ nm² and Kerr index n₂ = 0.24 nm²/W. The algebra uses atomic units, so ħ = 1. The ring length is

ℓ = 2πc/(n_g D₁) = 1239.8 eV nm/(2.1 × 8×10⁻⁴ eV) = 7.38×10⁵ nm,

and the mode volume is V = 7.38×10¹¹ nm³. One photon has energy density ω₀/V and moves at c/n_g, so its intensity is I = ω₀c/(n_gV). Resonance requires n(ω)ω to stay fixed. With n_g = d(nω)/dω, an index change n₂I shifts the frequency by −ω₀n₂I/n_g. The downward shift per photon is

g = ω₀²c n₂/(n_g²V) = 2.27×10⁻¹⁵ eV.

Let κ = 8×10⁻⁷ eV be the linewidth, D₂ = 1.6×10⁻⁸ eV the dispersion in ω_μ = ω₀ + D₁μ + D₂μ²/2, and δ = ω₀ − ω_p = 4×10⁻⁶ eV the detuning from the pump. In the frame where line μ rotates at ω_p + D₁μ,

dA_μ/dt = −[κ/2 + i(δ + D₂μ²/2)]A_μ + igS_μ + F δ_{μ0}.

Divide by κ/2 and set a_μ = A_μ√(2g/κ). The steady state obeys

0 = −(1 + iζ + idμ²)a_μ + iS_μ[a] + f δ_{μ0},

with ζ = 2δ/κ = 10, d = D₂/κ = 0.02 and f = (2/κ)√(2g/κ) F. The drive is f² = 12. For pump power P and coupling rate κ/2, F² = (κ/2)P/ω₀, so f² = 4gP/(κ²ω₀) and

P = f²κ²ω₀/(4g) = 165 mW.

**A case with a known sum**

Without loss and drive, the equation for ψ is

0 = −δψ + (D₂/2)ψ″ + g|ψ|²ψ,

because −μ² corresponds to the second derivative. Try ψ = H sech(Bφ), for which ψ″ = B²H(sech − 2 sech³). The sech terms give B² = 2δ/D₂, so B = 22.4. The sech³ terms give H² = D₂B²/g = 2δ/g. The pulse is so narrow that its periodic images are negligible. Mode by mode, the same equation says

S_μ = (δ + D₂μ²/2)A_μ/g.

The amplitudes need J = ∫ sech x e^{−iqx} dx over the real line. Moving the path up by iπ multiplies the integrand by −e^{πq}, and the pole at iπ/2 lies between the two paths. So J(1 + e^{πq}) = 2πe^{πq/2}, or J = π sech(πq/2), and

A_μ = (H/2B) sech(πμ/2B).

With 801 modes and padding, the transform reproduced this S_μ to about 10⁻¹² of its largest value.

**Reading the numbers**

The driven comb was solved with 129 modes. On its amplitudes, transforms of 258 and 257 points agree with the direct sum to about 6×10⁻¹⁵ of the largest |S|.

A 256-point transform is tempting, being a power of two, but it is one point short. One false triple reaches each edge. The edge line holds 988 photons, and κ/(2g) = 1.76×10⁸, so |a₆₄|² = 5.60×10⁻⁶ and the triple has size |a₆₄|³ = 1.33×10⁻⁸. The direct comparison confirmed it. This is harmless here because the edge lines are weak, but it is not so for general amplitudes.

With 129 points, the error at the edge is 95% of the true edge value. The folding rule explains this: S₋₆₄ receives S₆₅. The comb is symmetric in μ, so S₆₅ equals S₋₆₅, the immediate neighbour of S₋₆₄ and nearly as large.

Solving for the steady comb again, with pump, loss and detuning unchanged, gives these photon numbers:

Mode 1: 1.98×10⁶ padded, 1.75×10⁶ unpadded
Mode 32: 9.3×10⁴ padded, 1.09×10⁵ unpadded
Mode 64: 9.9×10² padded, 5.9×10³ unpadded.

Padding does not restore the modes that were left out. A padded calculation with 257 modes gives 1.34×10³ photons in mode 64, 36% above the padded 129-mode value. At mode 32 the change is about 3%. The edge lines of a truncated comb should therefore be checked by raising N, separately from the aliasing check. For this comb, whose spectrum falls off quickly, a transform of this length gives better photon numbers when it is spent on more modes. Against a padded 385-mode result, 129 padded modes are 26% low in mode 64, while 257 modes on 257 points without padding are 0.6% high. That unpadded comb is still pinned to the grid: the turning perturbation discussed below has eigenvalue −0.36 instead of zero.

**Why the pulse is pinned**

Turning the pulse by θ replaces A_μ by A_μe^{iμθ}. A true triple gains the phase (a + b − c)θ = μθ, just as A_μ does, and the pump at μ = 0 is unaffected. Every turned copy of a steady comb is thus steady, and a small turn is a perturbation that neither grows nor decays. A false triple gains (μ + pL)θ instead, which in general matches only when θ is a multiple of 2π/L.

The linearised equations show the effect. With padding, the smallest eigenvalue is zero to rounding and none has a positive real part beyond rounding, so the comb is stable and free to turn. Without padding, the smallest eigenvalue has modulus 7.7 in units of κ/2, and the largest real part is −1.0000. So no zero eigenvalue is left. The smallest pair belongs to a perturbation symmetric in μ, and the turning perturbation itself has moved to about −1 ± 8.4i.

More follows from the trace. Since δ(|ψ|²ψ) = 2|ψ|²δψ + ψ²δψ*, the Kerr term adds only imaginary numbers to the diagonal for δa_μ, and their conjugates to that for δa_μ*. The 2N eigenvalues therefore sum to −2N and average −1. The largest real part exceeds −1 by at most 0.00005, the rounding of the printed value. For the average to be −1, no eigenvalue can then have a real part more than 257 × 0.00005 ≈ 0.013 below −1, so all real parts are −1 to within about 0.01. With modulus at least 7.7, they must be oscillatory. A slightly displaced pulse rings about its grid position and settles back, which is an artefact of the short transform.

**Real rings**

The inputs are rough values for a silicon nitride ring near 1550 nm. The quality factor, 10⁶, is modest, as the best such rings exceed 10⁷. At fixed f² and coupling ratio, P varies as κ², so they need far less power. One assumption that breaks strongly is constant temperature: for a rough index slope of 2.5×10⁻⁵ per K, heating by 1 K moves the resonance by 9.5×10⁻⁶ eV, or 12 linewidths, more than the whole detuning. The detuning must therefore be controlled or solved together with the heat flow. Other terms are also missing. With n₂, n_g and V held fixed, g varies as ω², so the coupling rises by 13% when all four modes lie near mode 64. An assumed Raman delay τ = 4 fs replaces |ψ|² in the Kerr term by |ψ|² + τD₁(|ψ|²)′. The added index change reaches only 9% of the peak Kerr index change, but its effect accumulates. In the padded 257-mode comb it moves the centre of the pulse spectrum down by about 9 modes and breaks the symmetry in μ. Mode 64 falls from 1.3×10³ to 1.2×10² photons and mode 32 from 9.6×10⁴ to 1.4×10⁴, while mode −32 rises to 2.2×10⁵. At mode 64 this is a change by a factor of 11, against a factor of 6 from aliasing, so the photon numbers above illustrate the numerical method and do not predict the spectrum of a real ring. These Raman figures also depend on the form of the response, because the pulse time 1/(BD₁) is only 37 fs. With 20% of the Kerr term delayed exponentially by 20 fs, which has the same mean delay, the centre moves by about 7 modes and mode 64 holds about 2×10² photons. Assumed third-order dispersion of 4×10⁻¹¹ eV gives 5% of the second-order term at the edge and changes modes ±64 by about 10%. Two-photon absorption across an ideal gap of about 5 eV is closed, since two photons carry at most 1.70 eV in the 129-mode comb and 1.80 eV in the 257-mode comb. The remaining values are in the numerical output.

Table of computed values

```
Pump photon energy: 0.800 eV; wavelength 1549.8 nm
Mode spacing: 8.000e-04 eV; frequency 193.44 GHz
Loaded linewidth: 8.000e-07 eV; Q = 1.000e+06
Dispersion D2: 1.600e-08 eV; detuning: 4.000e-06 eV
Group index: 2.10; n2: 0.240 nm^2/W
Mode area: 1.000e+06 nm^2; ring length: 7.38001e+05 nm
Kerr shift per photon, formula: 2.26687e-15 eV
Kerr shift per photon, resonance solve: 2.26686e-15 eV
Scaled detuning zeta: 10.000; dispersion d: 0.0200
Drive f^2: 12.00; inverse width B: 22.361
Pump power at critical coupling: 164.93 mW
Small test: N = 13, first exact L = 25
Small test number defect, padded/unpadded: -5.77e-15 / 4.44e-15
Small test momentum defect, padded/unpadded: -4.71e-14 / -225.3428
Rotation error / max|S|, padded/unpadded: 5.69e-16 / 0.4099
Closed soliton test, M=400, max error / max|S|: 1.20e-12
Example modes: N = 129; triple-sum terms: 1431169
FFT L=258: max error / max|S| = 5.484e-15; edge relative error = 1.276e-16
FFT L=257: max error / max|S| = 5.604e-15; edge relative error = 5.706e-16
FFT L=256: max error / max|S| = 1.242e-08; edge relative error = 6.092e-08
FFT L=129: max error / max|S| = 1.941e-01; edge relative error = 9.518e-01
One false edge triple (scaled): 1.32531e-08
Peak scaled intensity: 20.8455; ideal soliton: 20.0000
Power-balance defect (scaled): 5.55e-17
Photons in mode 0: padded 1.62288e+07, unpadded 1.62004e+07, 257-mode 1.62173e+07
Photons in mode 1: padded 1.98066e+06, unpadded 1.75317e+06, 257-mode 1.94005e+06
Photons in mode 16: padded 7.03968e+05, unpadded 6.61527e+05, 257-mode 6.96880e+05
Photons in mode 32: padded 9.30242e+04, unpadded 1.08741e+05, 257-mode 9.56755e+04
Photons in mode 48: padded 1.01431e+04, unpadded 2.00058e+04, 257-mode 1.14093e+04
Photons in mode 64: padded 9.88200e+02, unpadded 5.90076e+03, 257-mode 1.34115e+03
Edge photon change from aliasing: 497.122 %
Edge photon change, 129 to 257 modes: 35.717 %
Largest growth rate, padded: -9.58e-14 kappa/2
Largest growth rate, unpadded: -1.0000 kappa/2
Smallest |eigenvalue|, padded: 1.47e-13 kappa/2
Smallest |eigenvalue|, unpadded: 7.73784 kappa/2
Neglected coupling variation at edge: 13.21 %
Assumed Raman time: 4.0 fs; max term / peak Kerr: 8.57 %
Assumed D3: 4.00e-11 eV; edge D3/D2 phase ratio: 5.33 %
Assumed dn/dT: 2.50e-05 1/K; thermal shift: 9.5238e-06 eV/K
Thermal shift per K / linewidth: 11.905
Vacuum half-photon / edge photons: 5.060e-04
Highest two-photon energy: 1.7024 eV; assumed gap: 5.00 eV
```
